# Damped Newton iteration for a collisionless sheath with Boltzmann electrons

## The physical problem

A wall in contact with a low-pressure discharge charges negatively, or is biased negatively, and a layer of positive space charge forms in front of it. At low pressure the potential drop across this sheath largely sets the energy with which ions strike a film being deposited or etched. It obeys Poisson's equation, whose charge density depends nonlinearly on the potential itself.

Newton iteration is a natural solver, but the ion density has a barrier. An ion that enters with a given kinetic energy cannot reach a potential above that energy. If an iterate crosses this limit, the formula for the ion density returns an imaginary number. Damping can keep the iterates below it. Does that suffice for convergence to the sheath? It does not. A sufficient condition involves the sheath thickness, and a simple change of the charge law at positive potentials then removes every restriction on the iterates.

## Model and units

The electrons have temperature $T_e$ and follow the Boltzmann relation. The ions are cold, singly charged and collisionless, and enter at speed $u_0$. At the sheath edge the potential $V$ is zero and both densities equal $n_0$. Define

$$
\phi=\frac{eV}{kT_e},\qquad u_B=\sqrt{\frac{kT_e}{m}},\qquad M=\frac{u_0}{u_B}\ge 1,\qquad
\lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_0e^2}},
$$

where $m$ is the ion mass, and measure distance $x$ in Debye lengths $\lambda_D$. Energy conservation, $\tfrac12mu^2+eV=\tfrac12mu_0^2$, divided by $\tfrac12mu_0^2=\tfrac12M^2kT_e$, gives $u=u_0\sqrt{1-2\phi/M^2}$. Flux conservation, $n_iu=n_0u_0$, then gives

$$
\frac{n_i}{n_0}=\left(1-\frac{2\phi}{M^2}\right)^{-1/2},\qquad \phi<\frac{M^2}{2}.
$$

The inequality is the ion energy limit. Poisson's equation, $d^2V/dX^2=-(e/\varepsilon_0)(n_i-n_e)$ with $X=\lambda_Dx$, becomes

$$
\phi''=g(\phi),\qquad g(\phi)=e^{\phi}-\left(1-\frac{2\phi}{M^2}\right)^{-1/2}, \tag{1}
$$

with $\phi(0)=0$ and $\phi(L)=-W<0$. The thickness $L$, wall depth $W$ and entry speed $M$ are prescribed, so the electric field at the edge is part of the answer.

Two derivatives are needed:

$$
g'=e^\phi-\frac{1}{M^2}\left(1-\frac{2\phi}{M^2}\right)^{-3/2},\qquad
g''=e^\phi-\frac{3}{M^4}\left(1-\frac{2\phi}{M^2}\right)^{-5/2}.
$$

At the edge $g'(0)=1-1/M^2\ge0$. Deep in the sheath the electron term decays exponentially and the ion term only as a power, so $g'$ becomes negative there and tends to zero from below. Hence

$$
\kappa=-\min_{\phi\le0}g'(\phi)
$$

is positive and is attained at a finite potential.

## The discrete equations

Divide the sheath into $N$ intervals of width $h=L/N$. Central differences give, for $i=1,\dots,N-1$,

$$
F_i(\phi)=-\frac{\phi_{i+1}-2\phi_i+\phi_{i-1}}{h^2}+g(\phi_i)=0,\qquad \phi_0=0,\ \phi_N=-W. \tag{2}
$$

The Jacobian is $J=A+\mathrm{diag}\,g'(\phi_i)$, where $A$ is the tridiagonal matrix with $2/h^2$ on the diagonal and $-1/h^2$ beside it. The vector with components $\sin i\theta$, $\theta=k\pi/N$, vanishes at both ends. Since $\sin(i+1)\theta+\sin(i-1)\theta=2\cos\theta\sin i\theta$, it is an eigenvector of $A$ with eigenvalue $(2-2\cos\theta)/h^2=(4/h^2)\sin^2(\theta/2)$. The lowest, $k=1$, is

$$
\lambda=\frac{4}{h^2}\sin^2\frac{\pi h}{2L}. \tag{3}
$$

It lies below $\pi^2/L^2$ and tends to it as $h\to0$.

## Continuing the charge law

Above zero, replace $g$ by its tangent:

$$
\tilde g(\phi)=\begin{cases} g(\phi), & \phi\le0,\\ (1-1/M^2)\,\phi, & \phi>0.\end{cases} \tag{4}
$$

Value and slope are continuous at zero, because $g(0)=0$. The barrier has gone, and the slope satisfies $\tilde g'\ge-\kappa$ everywhere. Let $\tilde F$ and $\tilde J$ be the residual and Jacobian with this law, and let $\|\cdot\|$ be the Euclidean norm. The condition for what follows is

$$
\mu=\lambda-\kappa>0. \tag{5}
$$

Every eigenvalue of the symmetric matrix $\tilde J$ is then at least $\mu$, so each Newton system is solvable and $\|\tilde J^{-1}\|\le1/\mu$. For two vectors $\phi,\psi$,

$$
\tilde F(\phi)-\tilde F(\psi)=(A+\mathrm{diag}\,c_i)(\phi-\psi),
$$

where $c_i$ is the mean slope of $\tilde g$ between $\psi_i$ and $\phi_i$. Since $c_i\ge-\kappa$,

$$
\|\tilde F(\phi)-\tilde F(\psi)\|\ge\mu\|\phi-\psi\|. \tag{6}
$$

There is therefore at most one solution $\phi^*$, and putting $\psi=\phi^*$ bounds the algebraic error by $\|\tilde F(\phi)\|/\mu$.

**The solution obeys the original law.** Suppose a solution of the continued equations has a positive maximum $p$. It lies at an interior node, where the second difference is at most zero. The equation equates this difference to $h^2(1-1/M^2)p\ge0$. For $M>1$ this is a contradiction. For $M=1$ both neighbours must also equal $p$; repeating the argument carries $p$ to the boundary, where the potential is not positive. Hence $\phi_i\le0$ throughout.

For $\phi=-\eta<0$, we have $e^{2\eta}>1+2\eta\ge1+2\eta/M^2$. Taking the inverse square root gives $e^{-\eta}<(1+2\eta/M^2)^{-1/2}$, so $g<0$: ions outnumber electrons. The second differences are then nonpositive and the profile is concave. Its first difference is nonpositive at the edge and cannot increase, so the potential falls towards the wall and $-W\le\phi_i\le0$. This is a sheath, and it solves (2) as originally written.

## The algorithm and its convergence

Choose $0<\sigma<1$ and any starting vector.

1. Compute $\tilde F$, and stop if its norm is below the tolerance.
2. Solve the tridiagonal system $\tilde Jd=-\tilde F$.
3. Starting from $t=1$, halve $t$ until
$$\|\tilde F(\phi+td)\|\le(1-\sigma t)\|\tilde F(\phi)\|. \tag{7}$$
4. Replace $\phi$ by $\phi+td$ and return to step 1.

One tridiagonal solve costs a number of operations proportional to $N$.

To see that the halving ends, let $\Gamma=\sup_{\phi\le0}|g''|$. This is finite, since both terms of $g''$ are bounded there. Above zero the slope of $\tilde g$ is constant, so $\Gamma$ is a Lipschitz constant of $\tilde g'$ on the whole line. Taylor's theorem in each component, with $\tilde F+t\tilde Jd=(1-t)\tilde F$, gives

$$
\|\tilde F(\phi+td)-(1-t)\tilde F\|\le\tfrac12\Gamma t^2\|d\|_\infty\|d\|
\le\frac{\Gamma t^2}{2\mu^2}\|\tilde F\|^2. \tag{8}
$$

The last step uses $\|d\|_\infty\le\|d\|\le\|\tilde F\|/\mu$. By the triangle inequality,

$$
\|\tilde F(\phi+td)\|\le\left(1-t+\frac{\Gamma t^2}{2\mu^2}\|\tilde F\|\right)\|\tilde F\|.
$$

Test (7) holds if $\Gamma t^2\|\tilde F\|/(2\mu^2)\le(1-\sigma)t$, that is, if $t\le2(1-\sigma)\mu^2/(\Gamma\|\tilde F\|)$. Halving loses at most a factor of two, so the accepted step satisfies

$$
t\ge\min\left(1,\frac{(1-\sigma)\mu^2}{\Gamma\|\tilde F\|}\right). \tag{9}
$$

A damped step lowers the residual norm by at least $\sigma t\|\tilde F\|\ge\sigma(1-\sigma)\mu^2/\Gamma$, a fixed amount, so there can be only finitely many. A full step multiplies the norm by at most $1-\sigma$. The residual therefore tends to zero. By (6), two iterates differ by at most the sum of their residual norms divided by $\mu$, so the iterates form a Cauchy sequence and converge. Their limit is a solution, which proves existence as well.

Once $\|\tilde F\|\le2(1-\sigma)\mu^2/\Gamma$, full steps are always accepted, and (8) with $t=1$ gives quadratic convergence:

$$
\|\tilde F_{\rm new}\|\le\frac{\Gamma}{2\mu^2}\|\tilde F\|^2. \tag{10}
$$

**The original law.** Suppose $g$ is kept, trials reaching $M^2/2$ are rejected, and all accepted iterates happen to satisfy $\phi_i\le0$. Convergence still follows under (5). From such an iterate, a trial with $t\le M^2\mu/(4\|F\|)$ rises by at most $M^2/4$, so it stays below the limit. On $\phi\le M^2/4$ the second derivative is bounded by some $\Gamma_c$, and the argument for (9) gives

$$
t\ge\min\left(1,\frac{M^2\mu}{8\|F\|},\frac{(1-\sigma)\mu^2}{\Gamma_c\|F\|}\right).
$$

The residual again tends to zero, and the limit is the same sheath. The useful restriction on the iterates is thus $\phi_i\le0$, not merely $\phi_i<M^2/2$.

## When the condition holds

Because $\lambda<\pi^2/L^2$, condition (5) requires $L<\pi/\sqrt\kappa$; conversely, any such $L$ satisfies it on a fine enough mesh. The wall depth does not enter $\kappa$. Beyond this thickness the proof is silent: the iteration may still converge.

The entry speed acts in both directions. At first $\kappa$ grows with $M$: the largest covered thickness $\pi/\sqrt\kappa$ falls from 21.8 at $M=1$ to about 17.7 at $M=2$, and is back at 22.3 for $M=5$. For very fast ions the condition relaxes. On $\phi\le0$ the negative term of $g'$ is at most $1/M^2$ in size, so $\kappa\le1/M^2$, and every $L<\pi M$ is covered on a fine enough mesh.

For a deep wall, the thickness can be estimated by dropping the electrons, the edge field and the entry energy. Then $n_i/n_0\approx M/\sqrt{2\eta}$ with $\eta=-\phi$, and $\eta''=M/\sqrt{2\eta}$ integrates to $\eta'^2=2M\sqrt{2\eta}$. Separating variables,

$$
L_C=\int_0^W\frac{d\eta}{\sqrt{2M}\,(2\eta)^{1/4}}=\frac{4}{3}\,\frac{W^{3/4}}{2^{3/4}M^{1/2}}, \tag{11}
$$

which is the Child law. Since $L_C$ grows as $W^{3/4}$, a sufficiently strong bias takes the sheath outside the guarantee if the edge field is held fixed and the thickness adjusts. If $L$ is prescribed instead, $W$ does not affect (5), and a deeper wall only raises the edge field.

For $M<1$ the convergence proof still applies under (5), because it uses only the lower bound on the slope of $\tilde g$. The limit, however, is no longer a sheath of purely positive space charge. Since $g(0)=0$ and $g'(0)<0$, $g$ is positive just below $\phi=0$: electrons outnumber ions there, and the argument for a concave profile fails.

## Discretisation error

Let $\phi(x)$ be the decreasing solution of (1). Taylor expansion about a node gives

$$
\frac{\phi(x+h)-2\phi(x)+\phi(x-h)}{h^2}=\phi''(x)+\frac{h^2}{12}\phi''''(\xi),
$$

so inserting the exact profile in (2) leaves a residual $-h^2\phi''''(\xi_i)/12$. Apply (6) to the exact and discrete profiles and divide by $\sqrt{N-1}$:

$$
e_{\rm rms}\le\frac{h^2}{12\mu}\max|\phi''''|,\qquad \phi''''=g''\phi'^2+g'g. \tag{12}
$$

The second formula follows from differentiating $\phi''=g$ twice. The method is second order. The constant in this bound, though not necessarily the error itself, grows as $\mu$ becomes small.

An independent solution comes from multiplying (1) by $\phi'$ and integrating from the edge, where $\phi'=-E_0$:

$$
\phi'^2=E_0^2+2S,\qquad
S=e^\phi-1+M^2\left(\sqrt{1-\frac{2\phi}{M^2}}-1\right). \tag{13}
$$

Differentiating $S$ recovers $g$. The edge slope follows from

$$
L=\int_0^W\frac{d\eta}{\sqrt{E_0^2+2S(-\eta)}}. \tag{14}
$$

As $dS/d\eta=-g>0$, $S$ is positive inside the sheath. The integral decreases with $E_0$, from infinity (near the edge $S$ vanishes at least as fast as $\eta^2$) to zero, so each $L$ has one decreasing profile.

## A worked sheath

Take round model parameters: $kT_e=3$ eV, $n_0=10^{16}\ \mathrm{m^{-3}}$, $M=1.2$, $W=20$, $L=15$, $N=300$ and $\sigma=0.1$. The Debye length is 128.8 µm, so the sheath is $15\times0.1288=1.93$ mm thick and the wall is at $-60$ V. The ion limit is $\phi=1.2^2/2=0.72$, or 2.16 V. Ions reach the wall with $(0.72+20)\times3=62.2$ eV.

The worst slope of the charge law occurs at $\phi=-4.66$ and gives $\kappa=0.02453$. With $\lambda=0.04386$, $\mu=0.01933$: the condition holds, and would do so up to about 20.1 Debye lengths on a fine mesh. The estimate (11) gives only $L_C\approx6.8$ here, less than half the prescribed thickness, mainly because it drops the electrons. Near the edge they almost cancel the ion charge, so the potential falls slowly there: over the first 6 Debye lengths $\phi$ drops by only about 1.1. With the same edge field and entry energy but no electrons, the thickness would be only 8.7.

Start from the straight line between the boundary values. The first full Newton step of the original law would raise the potential to $\phi=3.61$, five times the ion limit. Halving it once gives an acceptable iterate, and the residual norm then falls as follows:

| Step | $t$ | New residual norm |
|---|---:|---:|
| 1 | 0.5 | 2.11 |
| 2 | 1 | 1.29 |
| 3 | 1 | 0.124 |
| 4 | 1 | $1.86\times10^{-3}$ |
| 5 | 1 | $4.86\times10^{-7}$ |
| 6 | 1 | $7.5\times10^{-12}$ |

The continued law follows this history, and the damped original law reaches the same profile in six steps. All its accepted iterates stay below zero.

The guarantee is very pessimistic. With $\mu^2/\Gamma=0.01933^2/0.4468=8.4\times10^{-4}$, bound (9) promises a first step of only $0.9\times8.4\times10^{-4}/4.74=1.6\times10^{-4}$; the step taken was 0.5. The quadratic regime shows in steps 4 and 5, where the new norm divided by the square of the old is 0.12 and 0.14. The bound (10) allows 598. The norm after step 6 is at the level of rounding error (the quadratic trend would give about $3\times10^{-14}$). It bounds the algebraic error by $7.5\times10^{-12}/0.01933=3.9\times10^{-10}$, far below the mesh error.

Global convergence was tested from 20 random vectors, with nodal values drawn uniformly between $-40$ and $40$. Each reached the same sheath in six steps, although many starting values lay far above the ion limit.

Equation (14) gives $E_0=0.0423$. Relative to the profile from (13), the largest errors in $\phi$ for 75, 150 and 300 intervals are $7.38\times10^{-4}$, $1.85\times10^{-4}$ and $4.61\times10^{-5}$. Each halving of $h$ divides the error by 4.00. On the finest mesh the rms error is $2.3\times10^{-5}$, against a bound of $7.2\times10^{-4}$ from (12), with the maximum taken over the nodes. The wall slope is 3.251 by both routes, so the wall field has magnitude $3.251\times3\ \mathrm V/128.8\ \text{µm}=7.6\times10^4$ V/m.

## A second solution below the ion limit

The original equations have another solution with the same $L$, $W$ and $M$. Its potential first rises from the edge with slope 0.356, peaks at $\phi=0.640$, and then falls to the wall. It stays below the limit of 0.72, so the ion density is real everywhere. Newton iteration with the original law, started from a profile obtained by shooting, converges to this hump and not to the sheath.

Equation (13) shows when such a hump is possible. At its peak $\phi'=0$, which requires $S<0$ at a positive potential. For $M>1$, $g$ is first positive and then negative as $\phi$ rises from zero: the condition $g<0$ reads $\phi<-\tfrac12\ln(1-2\phi/M^2)$, whose right side is convex and starts with slope $1/M^2<1$. Thus $S$ rises and then falls, and can be negative only if its value at the limit is negative:

$$
e^{M^2/2}<1+M^2.
$$

For $M=1.2$ this reads $2.05<2.44$, so a hump is allowed. For faster ions that violate the inequality, the differential equation (1) has no hump. The discrete equations (2) can still have one, because at a single node just below $M^2/2$ the ion density is large enough to reverse the slope within one interval. For $M=2$, with the same $L$, $W$ and $N$, (2) has solutions with such a spike at $\phi=1.9998$, for instance at $x=2$ or $x=4$. The damped original law converges to them from nearby starts. The continued law excludes them whenever (5) holds.

The hump also shows why damping alone gives no guarantee. The lowest eigenvalue of $J$ is $0.075$ at the sheath and $-8.07$ at the hump (about $-8.05$ on finer meshes). Join the two solutions by a straight segment. Every point on it is below the ion limit, since each node is an average of two allowed values. The lowest eigenvalue changes sign continuously along the segment, so $J$ must be singular somewhere on it. This happens at 0.713 of the way to the hump, where the largest potential is 0.428.

Let $v$ be the unit null vector there. Since $J$ is symmetric, $Jd=-F$ would require $v^{T}F=-v^{T}Jd=0$. The computed magnitude is 1.71 for $N=300$ (it scales as $\sqrt N$ with this normalisation), so the Newton step does not exist, although the iterate is physically admissible. With the continued law the hump is no longer a solution, and iteration started from it reaches the sheath in three steps.

## Use in real discharges

An electron temperature of a few electronvolts and a density near $10^{16}\ \mathrm{m^{-3}}$ are ordinary for low-pressure processing plasmas, and $-60$ V is a moderate bias. The assumption of collisionless ions holds only at low enough pressure. Ion–neutral mean free paths are roughly a few millimetres at 1 Pa and shrink inversely with pressure. If the path equalled the 1.93 mm thickness, a fraction $e^{-1}=0.37$ of the entering ions would cross without a collision and arrive with 62 eV; the others would generally arrive with less. The density law would change too, so $\kappa$ and the thickness condition would have to be derived again. A radio-frequency sheath, whose voltage varies during the ion transit, also lies outside this static model.

The numerical output below gives the remaining values.

## Computed results

```
electron temperature 3.0 eV; edge density 1.0e+16 m^-3
M 1.2; W 20.0; L 15.0 Debye lengths; intervals 300
Debye length 128.76 um; thickness 1.931 mm
wall potential -60.0 V
ion limit: phi 0.720, potential 2.160 V
ion impact energy 62.16 eV
mesh width h 0.050 Debye lengths; sigma 0.1
lambda 0.043865; kappa 0.024532; mu 0.019332 (dimensionless)
kappa reached at phi -4.657; Gamma 0.4468
thickness bound pi/sqrt(kappa) 20.06 Debye
edge slope E0 from first integral 0.042332
wall slope: mesh 3.25139, first integral 3.25139
wall field magnitude 7.5755e+04 V/m
x 3 Debye: phi mesh -0.19693, reference -0.19693
x 6 Debye: phi mesh -1.11898, reference -1.11900
x 9 Debye: phi mesh -4.57942, reference -4.57946
x 12 Debye: phi mesh -11.16096, reference -11.16098
max errors for 75, 150, 300 intervals: 7.383e-04 1.846e-04 4.614e-05
error ratios 4.000 4.000
rms error 2.345e-05; proven bound 7.240e-04
continued law, straight start: 6 steps
step 1: t 0.5, |F| 4.736e+00 -> 2.113e+00, max phi -0.0031
step 2: t 1, |F| 2.113e+00 -> 1.285e+00, max phi -0.0005
step 3: t 1, |F| 1.285e+00 -> 1.240e-01, max phi -0.0020
step 4: t 1, |F| 1.240e-01 -> 1.863e-03, max phi -0.0021
step 5: t 1, |F| 1.863e-03 -> 4.864e-07, max phi -0.0021
step 6: t 1, |F| 4.864e-07 -> 7.478e-12, max phi -0.0021
20 random starts: 6 to 6 steps
original law, first full step: max phi 3.6067
original law, damped: converged True, steps 6
  its final |F| 7.478e-12, distance to sheath 0.000e+00
  its final max phi -0.0021
  smallest t 5.000e-01, highest phi -0.0005
hump solution: edge slope 0.35645, max phi 0.63984
lowest eigenvalue: sheath 0.07483, hump -8.06603
second eigenvalue at hump 0.07664
singular Jacobian at segment fraction 0.71313
  max phi there 0.42847; null component of F 1.7078e+00
continued law from hump: sheath in 3 steps
```
